Bead-number error in the path-integral partition function of an oscillator

A harmonic mode of angular frequency ω, represented by a ring polymer of P beads at inverse temperature β = 1/(k_B T), has a partition function Q_P that is too large. With x = βħω, the leading error at large P is

ln Q_P − ln Q = [x³/(48 P²)] coth(x/2).

When x ≫ 1 the factor coth(x/2) tends to one and the error becomes

ln Q_P − ln Q ≈ (βħω)³/(48 P²).

The short form is thus a low-temperature result. It applies to a mode of 3000 cm⁻¹ at 300 K, for which x = 14.39. The number of beads needed depends on the error one accepts: 25 beads bring the error in ln Q below 0.1, and 79 beads bring it below 0.01, which is a one percent error in Q.

**A quick estimate**

In imaginary time the oscillator obeys q″ = ω²q, with solutions that grow or decay as exp(±ωτ). The ring polymer replaces continuous imaginary time by P steps of length βħ/P. In one step the true solution changes by a factor exp(±s), where

s = x/P.

The discrete equation is

q_{j+1} − 2q_j + q_{j−1} = s² q_j.

Insert q_j = exp(θj) and divide by exp(θj). This gives

2 cosh θ − 2 = s².

For a small step the left side is θ² + θ⁴/12, so θ² ≈ s² − s⁴/12, and the square root is

θ ≈ s(1 − s²/24).

The discrete solution therefore decays in imaginary time like that of an oscillator whose frequency is too low by the relative amount s²/24 = x²/(24P²). At low temperature the oscillator is in its ground state and ln Q ≈ −x/2. Lowering the frequency by that fraction raises ln Q by

(x/2) · x²/(24P²) = x³/(48P²).

At high temperature Q ≈ 1/x, so ln Q ≈ −ln x, and the same frequency shift raises ln Q by x²/(24P²). The power of x is different in the two regimes.

This argument assumes that, in the partition function, the discretization changes the frequency and nothing else. A prefactor depending on P could spoil it. The full calculation shows that there is none. The picture of a softer oscillator holds for Q_P but not for every observable. A softer oscillator would be wider, whereas at low temperature the mean square position of a bead is too small by about s²/8 (3.9 percent for x = 14.39 and P = 25).

**The finite-bead integral**

The Hamiltonian is H = T + V, with T = p²/(2m) and V = mω²q²/2. The primitive path integral uses the symmetric splitting

exp(−βH/P) ≈ exp(−βV/2P) exp(−βT/P) exp(−βV/2P).

In the position representation the free-particle factor is

[mP/(2πβħ²)]^(1/2) exp[−mP(q − q′)²/(2βħ²)].

Measure lengths in units of √(ħ/(mω)) and write q = u√(ħ/(mω)). The coefficient mP/(βħ²) then becomes P/(βħω) = 1/s, and each half-step of the potential becomes βV/(2P) = s u²/4. The kernel for one step is

K(u,u′) = (2πs)^(−1/2) exp[−(u − u′)²/(2s) − s(u² + u′²)/4].

The partition function is the trace of P such factors, with u_{P+1} = u_1. Every bead belongs to two neighbouring kernels, so its two potential terms s u²/4 add to s u²/2:

Q_P = (2πs)^(−P/2) ∫ du_1…du_P exp{−Σ_j [(u_j − u_{j+1})²/(2s) + s u_j²/2]}.

The expression in the exponent is −(1/2s) uᵀMu. For P ≥ 3 the matrix M has 2 + s² on the diagonal and −1 between neighbours on the ring. For P = 2 the two springs join the same pair of beads and the off-diagonal element is −2; for P = 1 the spring term vanishes and M = s². The eigenvalues below cover all these cases.

For a positive definite matrix A,

∫ du_1…du_P exp(−uᵀAu/2) = (2π)^(P/2) (det A)^(−1/2).

Here A = M/s, so det A = s^(−P) det M, and

Q_P = (2πs)^(−P/2) (2π)^(P/2) s^(P/2) (det M)^(−1/2) = (det M)^(−1/2).

All powers of 2π and s cancel.

**The determinant**

Because M is unchanged by a rotation of the ring, its eigenvectors are the waves exp(2πijk/P). The eigenvalues are

λ_k = 2 + s² − 2 cos φ_k, φ_k = 2πk/P, k = 0, 1, …, P − 1.

They are all at least s², so M is positive definite, as the Gaussian integral requires.

Use the θ > 0 of the quick estimate, defined by 2 cosh θ = 2 + s². Then

λ_k = e^θ + e^(−θ) − 2 cos φ_k = e^θ [1 − e^(−θ) e^(iφ_k)] [1 − e^(−θ) e^(−iφ_k)].

Multiplying out the two brackets gives 1 − 2e^(−θ) cos φ_k + e^(−2θ), and the factor e^θ restores the middle expression.

The numbers e^(iφ_k) are the P roots of w^P = 1, hence

w^P − 1 = Π_k [w − e^(iφ_k)].

Set w = 1/z and multiply by z^P to obtain

Π_k [1 − z e^(iφ_k)] = 1 − z^P.

With z = e^(−θ), the first brackets multiply to 1 − e^(−Pθ). The second brackets are their complex conjugates and give the same real number. Therefore

det M = e^(Pθ) [1 − e^(−Pθ)]² = [e^(Pθ/2) − e^(−Pθ/2)]² = 4 sinh²(Pθ/2).

Since 2 cosh θ − 2 = 4 sinh²(θ/2), the definition of θ also says sinh(θ/2) = s/2 = x/(2P). The finite-bead partition function is

Q_P = 1/[2 sinh(y_P)], y_P = Pθ/2 = P arcsinh(x/(2P)).

For P = 1 this is 1/x, the classical result. For P → ∞, y_P → x/2 and Q_P → Q = 1/[2 sinh(x/2)], the quantum result. At every P the beads have the partition function of a quantum oscillator with the frequency reduced by the factor θ/s, which is the assumption made in the quick estimate.

The direction of the error follows as well. For u > 0, arcsinh u < u, so y_P < x/2 and Q_P > Q. With u = x/(2P), the derivative of y_P with respect to P is

arcsinh u − u/√(1 + u²).

This vanishes at u = 0, and its own derivative with respect to u is u²/(1 + u²)^(3/2), which is positive. Thus y_P grows with P, the error falls steadily, and a smallest sufficient bead number exists for any positive tolerance.

**The leading error**

Use arcsinh u = u − u³/6 + 3u⁵/40 − … with u = x/(2P), and multiply by P:

y_P = x/2 − δ, δ = x³/(48P²) − 3x⁵/(1280P⁴) + ….

The function −ln(2 sinh y) has first derivative −coth y and second derivative 1/sinh² y. Expanding it about y = x/2 gives

ln Q_P = ln Q + δ coth(x/2) + δ²/[2 sinh²(x/2)] + ….

The term in δ² is of order P⁻⁴. At order P⁻² there remains

ln Q_P − ln Q = [x³/(48P²)] coth(x/2) + O(P⁻⁴).

The factor coth(x/2) has a simple meaning. The mean energy of the oscillator is (ħω/2) coth(x/2), which is (x/2) coth(x/2) in units of k_B T. The leading error is this number times the relative frequency shift x²/(24P²).

**Two limits and the range of the expansion**

For x ≪ 1, coth(x/2) ≈ 2/x, and the leading error is x²/(24P²). The exact partition function in this regime is ln Q ≈ −ln x − x²/24, where the second term is the first quantum correction. Adding the error gives

ln Q_P ≈ −ln x − (x²/24)(1 − 1/P²).

One bead misses the correction entirely, while two beads recover three quarters of it. Omitting coth would badly understate the error here: at x = 0.5 the coefficient of 1/P² is 0.0106, whereas x³/48 is 0.0026.

For x ≫ 1, coth(x/2) is close to one and the δ² term is exponentially small. The error is then δ itself:

ln Q_P − ln Q ≈ [x³/(48P²)] [1 − 9x²/(80P²) + …].

The coefficient 9/80 is the ratio of 3/1280 to 1/48. Because this correction is negative, the leading term slightly overstates the error when x/P is small.

The series for arcsinh u converges for |u| < 1, so the expansion is of no use when P < x/2. When P ≪ x, arcsinh(x/(2P)) ≈ ln(x/P) + P²/x², and for P ≥ 2 this gives ln Q_P ≈ −P ln(x/P) − P³/x². The first term dominates, and Q_P itself approaches (P/x)^P when P³ ≪ x² as well. The springs are then too weak to correlate the beads, and the result bears little resemblance to a ground state with energy ħω/2.

**The number of beads**

Let ε be the largest acceptable error in ln Q. Solving the leading formula for P gives

P ≥ {x³ coth(x/2)/(48ε)}^(1/2).

At low temperature P must grow as x^(3/2); at high temperature it grows as x. The choice P ∝ x therefore does not hold the error in ln Q fixed at low temperature. What it does hold fixed is the error in free energy. Since the free energy is −k_B T ln Q, it is too low by

k_B T · x³/(48P²) = ħω (x/P)²/48,

which depends on temperature only through x/P. A rate, however, depends on free energy divided by k_B T, so a fixed energy error does more harm as the temperature falls.

For the mode in question, k_B T at 300 K corresponds to 208.51 cm⁻¹. Hence

x = 3000/208.51 = 14.388,
x³/48 = 62.05.

The difference coth(x/2) − 1 is about 1.1 × 10⁻⁶ and can be ignored. The estimates are

ε = 0.1: P = √(62.05/0.1) = 24.9, rounded up to 25,
ε = 0.05: P = √(62.05/0.05) = 35.2, rounded up to 36,
ε = 0.01: P = √(62.05/0.01) = 78.8, rounded up to 79.

**Comparison with the full formula**

The closed form for Q_P gives the error without expansion. Beside it stands the leading term 62.05/P²:

P = 15: error 0.251, leading term 0.276
P = 25: error 0.0958, leading term 0.0993
P = 35: error 0.0497, leading term 0.0507
P = 79: error 0.0099, leading term 0.0099

The smallest sufficient numbers from the full formula are 25, 35 and 79. The estimate is one bead too cautious for ε = 0.05, because the neglected correction is negative. At P = 79 that correction lowers the leading term by 0.4 percent. At P = 15, where x/P = 0.96, its first term predicts a reduction of (9/80)(0.96)² ≈ 10 percent; the actual reduction is 9 percent, the difference coming from higher terms.

The row P = 15 is the choice P ≈ x, rounded up. It lies within the range where the expansion converges, yet it leaves an error of 0.25 in ln Q.

**What the error does to a rate**

In transition-state theory the rate is proportional to Q‡/Q_r, where Q‡ and Q_r are the partition functions of the transition state and the reactant. Suppose that the 3000 cm⁻¹ mode belongs to the reactant and has no counterpart among the bound modes of the transition state, and that everything else is converged. Its excess partition function then sits in the denominator and multiplies the rate by

exp[−(ln Q_P − ln Q)].

This factor is 0.78 for 15 beads, 0.91 for 25 and 0.99 for 79. The corresponding free energy of the mode is too low by 20 cm⁻¹ at 25 beads and by 2 cm⁻¹ at 79 beads. The reactant appears too stable, and the rate comes out too small.

If the mode survives at the transition state with a changed frequency, and x‡ = βħω‡ is also large, the leading error in the logarithm of the rate is

(x‡³ − x³)/(48P²).

An unchanged mode contributes nothing. To leading order in 1/P², judging the bead number by the reactant mode alone is too strict as long as x‡³ < 2x³, that is x‡/x < 1.26; for x = 14.39 the full formula moves this point to 1.27 at 25 beads and 1.28 at 15. A mode stiffened beyond that point gives a larger error than the reactant mode alone, and any stiffened mode makes the rate too large. For a softened mode the difference is negative, and the rate is again too small.

For several independent harmonic modes the errors in ln Q add. At low temperature and to leading order in 1/P², each contributes as the cube of its frequency, so a mode of twice the frequency contributes about eight times the error (at 300 K and 25 beads the ratio between 3000 and 1500 cm⁻¹ is 7.8). Three equal modes give three times the error in ln Q and need about √3 times as many beads for the same total tolerance (43 instead of 25 for ε = 0.1).

An activation energy found from the temperature dependence is more demanding. The internal energy is U = −∂ln Q/∂β. At fixed P and low temperature the error in ln Q is proportional to β³, so the error in U is

−(3/β) x³/(48P²).

In units of k_B T this is three times the error in ln Q, with the opposite sign. To hold it to the same tolerance also takes √3 times as many beads.

These numbers belong to the primitive splitting and to a harmonic mode. A higher-order splitting has a different error law, and so may a thermostat that alters the distribution of the beads. For an anharmonic bond the harmonic value is a starting point, to be followed by a calculation with more beads. The unstable mode at the top of a barrier is not a bound oscillator and needs a separate analysis.
